# Sheet resistance from two equal van der Pauw readings

**The question**

A flat conducting film has thickness $t$ and resistivity $\rho$, both uniform, and conducts equally well in all directions in its plane. It has no holes, and its outline is otherwise arbitrary. Four very small ohmic contacts $A, B, C, D$ lie on its edge, in anticlockwise order. No current leaves the film except through contacts. Two resistances are measured:

$$R_1=\frac{V_D-V_C}{I}\ \text{(current } I \text{ in at } A\text{, out at } B),\qquad R_2=\frac{V_A-V_D}{I}\ \text{(current } I \text{ in at } B\text{, out at } C).$$

The film is so thin compared with the contact spacing that the current flows parallel to its plane. The relations in parts (a) to (f) contain no physical constants and hold in any consistent units.

**(a) Define the sheet resistance $R_s$, find the equation obeyed by the potential, and find the potential close to a point contact on a smooth edge.**

*Answer.* A rectangle of length $L$ and width $w$, with current along $L$, has resistance

$$\frac{\rho L}{tw}=R_s\frac{L}{w},\qquad R_s=\frac{\rho}{t}.$$

For a square, $L=w$ and the resistance is $R_s$ whatever the size of the square. This is why the unit is written "ohm per square", although $R_s$ is simply a resistance.

Ohm's law gives the current density $-\nabla V/\rho$. Multiplied by $t$, it becomes the current per unit width,

$$\mathbf K=-\frac{1}{R_s}\nabla V .$$

In a steady state no charge accumulates, so $\nabla\cdot\mathbf K=0$ and therefore $\nabla^2V=0$. At the free edge the component of $\mathbf K$ normal to the edge vanishes.

Close to a contact on a smooth edge the film looks like a half-plane. A current $I$ entering there spreads over half-circles of length $\pi r$, so

$$-\frac{1}{R_s}\frac{dV}{dr}=\frac{I}{\pi r}\quad\Rightarrow\quad V=-\frac{IR_s}{\pi}\ln r+\text{constant}.$$

At a corner of angle $\alpha$ the arc length is $\alpha r$, and $\alpha$ replaces $\pi$. In both cases $V\to+\infty$ at a point source and $V\to-\infty$ at a point sink. Voltages are read at the other contacts, where the potential is finite.

**(b) For the first measurement, use the potential and its stream function to map the film onto a half-plane, and express $R_1$ through the images of $C$ and $D$.**

*Answer.* Since $V$ is harmonic and the film has no holes, there is a single-valued function $\psi$ with

$$\frac{\partial V}{\partial x}=\frac{\partial\psi}{\partial y},\qquad \frac{\partial V}{\partial y}=-\frac{\partial\psi}{\partial x},$$

so that $W=V+i\psi$ is an analytic function of $x+iy$. Take a path with unit tangent $(\tau_x,\tau_y)$. The normal pointing to its right is $(\tau_y,-\tau_x)$, and the current crossing from left to right, per unit length, is

$$-\frac{1}{R_s}\left(\frac{\partial V}{\partial x}\tau_y-\frac{\partial V}{\partial y}\tau_x\right)=-\frac{1}{R_s}\left(\frac{\partial\psi}{\partial y}\tau_y+\frac{\partial\psi}{\partial x}\tau_x\right)=-\frac{1}{R_s}\frac{d\psi}{ds}.$$

No current crosses the free edge, so $\psi$ is constant on each of the two edge arcs between $A$ and $B$. Choose $\psi=0$ on the arc $BCDA$. Now step from this arc to the arc $AB$ along a small path inside the film round $A$. Travelling anticlockwise, one has the film on the left and $A$ on the right. The current from $A$ crosses the path from right to left, so $-\Delta\psi/R_s=-I$. Hence $\psi=IR_s$ on the arc $AB$.

The edge is thus carried to the two sides of the strip $0<\psi<IR_s$. As the edge is followed anticlockwise from $A$, the image runs along the upper side from $V=+\infty$ to $-\infty$, crosses to the lower side near $B$, and returns to $V=+\infty$. It winds once round each interior point of the strip and not at all round points outside. By the argument principle, $W$ takes each value inside the strip once and no value outside it. The map is therefore one-to-one.

The order of potentials along the edge is also needed. On the arc $BCDA$ we have $\psi=0$, while $\psi>0$ inside, so the derivative of $\psi$ along the inward normal $(-\tau_y,\tau_x)$ is not negative:

$$0\le-\frac{\partial\psi}{\partial x}\tau_y+\frac{\partial\psi}{\partial y}\tau_x=\frac{\partial V}{\partial y}\tau_y+\frac{\partial V}{\partial x}\tau_x=\frac{dV}{ds}.$$

$V$ cannot stay constant over a stretch of this arc, because $W$ would then be constant there and hence everywhere. So $V$ rises steadily from $B$ through $C$ and $D$ to $A$, and $V_D>V_C$.

Now define

$$F=\exp\left(-\frac{\pi W}{IR_s}\right)=\exp\left(-\frac{\pi V}{IR_s}\right)\exp\left(-\frac{i\pi\psi}{IR_s}\right).$$

The phase of $F$ runs from $0$ to $-\pi$ across the strip, so the film is mapped onto the lower half-plane and its edge onto the real axis. Contact $A$ goes to $0$ and $B$ to infinity. Contacts $C$ and $D$, where $\psi=0$, go to positive numbers $p$ and $q$, with $p>q$ because $V_C<V_D$. On their arc $V=-(IR_s/\pi)\ln F$, and therefore

$$R_1=\frac{V_D-V_C}{I}=\frac{R_s}{\pi}\left(-\ln q+\ln p\right)=\frac{R_s}{\pi}\ln\frac pq .$$

**(c) Find $R_2$ with the same map, and show that**

$$e^{-\pi R_1/R_s}+e^{-\pi R_2/R_s}=1 .$$

*Answer.* Current now enters at $B$ and leaves at $C$. Keep $F$ as the fixed function of position found in (b), and try

$$V=\frac{IR_s}{\pi}\ln|F-p| .$$

This is the required potential, for the following reasons.

- It is the real part of $(IR_s/\pi)\ln(F-p)$, which is analytic inside the film because $F\ne p$ there. So $V$ is harmonic.
- Its stream function is $(IR_s/\pi)\arg(F-p)$. On the edge $F-p$ is real, so this function is constant on each side of $C$ and no current crosses the free edge.
- Across a small path round $C$, $\arg(F-p)$ changes by $\pi$ in size. The stream function changes by $IR_s$, so a current $I$ passes through $C$. It leaves the film there, since $V\to-\infty$ at $C$.
- At $A$, where $F=0$, nothing jumps and no current passes. The current therefore enters at $B$, where $|F|\to\infty$ and $V\to+\infty$.

No other potential with the logarithmic form of (a) at the two current contacts does the same, apart from an added constant. The difference $U$ of two such candidates would be harmonic, bounded at the contacts because the logarithms cancel, and would carry no current through any part of the edge. Then $\int|\nabla U|^2\,dS=\oint U\,(\partial U/\partial n)\,ds=0$, and $U$ is constant.

With $F=0$ at $A$ and $F=q$ at $D$,

$$R_2=\frac{V_A-V_D}{I}=\frac{R_s}{\pi}\left[\ln p-\ln(p-q)\right]=\frac{R_s}{\pi}\ln\frac{p}{p-q}.$$

The two results give

$$e^{-\pi R_1/R_s}=\frac qp,\qquad e^{-\pi R_2/R_s}=\frac{p-q}{p},$$

and the sum is $(q+p-q)/p=1$. The outline of the film and the places of the contacts enter through the one ratio $q/p$, which cancels.

A numerical case shows this for an awkward shape. Take a square of side 120 units and remove the quadrant in which both coordinates exceed 60. Put $A, B, C, D$ at $(x,y)=(20,0)$, $(120,30)$, $(40,120)$ and $(0,70)$; the program lists $y$ first. A resistor network with a mesh of one unit, solved without the map, gives $R_1/R_s=0.0662$ and $R_2/R_s=0.5324$. The last digit of each reading depends on the mesh. The readings differ by a factor of eight, yet the exponentials add up to 1.0000.

**(d) Both readings are 100 ohm. Show that the sheet resistance is about 453 ohm per square, and that no other value fits.**

*Answer.* With $R_1=R_2=R$ the relation becomes

$$2e^{-\pi R/R_s}=1\quad\Rightarrow\quad\frac{\pi R}{R_s}=\ln2\quad\Rightarrow\quad R_s=\frac{\pi}{\ln2}R .$$

Numerically,

$$R_s=4.5324\times100\ \text{ohm}=453.24\ \text{ohm per square},$$

or about 453 ohm per square.

The value is unique. For positive $R$,

$$\frac{d}{dR_s}e^{-\pi R/R_s}=\frac{\pi R}{R_s^2}\,e^{-\pi R/R_s}>0 ,$$

so $2e^{-\pi R/R_s}$ rises steadily from 0 at small $R_s$ to 2 at large $R_s$, and passes through 1 once. The same argument covers unequal positive readings.

A square with contacts at its corners has equal readings by symmetry, but symmetry is not required: any film that meets the stated conditions and gives two readings of 100 ohm has this $R_s$. For the square, a network of $100\times100$ cells gives 453.15 ohm per square, which is 0.02 % below the formula.

**(e) The readings are 110 and 90 ohm instead. Find the leading correction to the result of (d).**

*Answer.* Let $R$ be the mean reading and $\delta=(R_1-R_2)/(R_1+R_2)$, so that $R_1=R(1+\delta)$ and $R_2=R(1-\delta)$. With $x=\pi R/R_s$ the relation is

$$e^{-x}\left(e^{-x\delta}+e^{x\delta}\right)=2e^{-x}\cosh(x\delta)=1
\quad\Rightarrow\quad x=\ln2+\ln\cosh(x\delta).$$

For small $u$, $\ln\cosh u\approx\ln(1+u^2/2)\approx u^2/2$. To order $\delta^2$ we may put $x=\ln2$ in this small term:

$$x\approx\ln2\left(1+\frac{\ln2}{2}\delta^2\right),\qquad
R_s=\frac{\pi R}{x}\approx\frac{\pi R}{\ln2}\left(1-\frac{\ln2}{2}\delta^2\right).$$

Here $\delta=20/200=0.1$, and the correction is $-0.3466\times0.01=-0.35$ %. This gives 451.67 ohm per square; solving the full relation numerically gives 451.66.

There is no term linear in $\delta$, because exchanging $R_1$ and $R_2$ leaves the relation unchanged. An error in the mean reading is not suppressed in this way. If one of two 100 ohm readings is wrong by 1 ohm, the mean moves by 0.5 ohm and $R_s$ by about 2.3 ohm.

**(f) Where does the proof fail if the film has a hole? Illustrate the size of the error.**

*Answer.* The hole has an insulated edge of its own. In the first measurement this edge is a line of constant $\psi$, at some value between 0 and $IR_s$. In the $F$ plane it becomes a slit along a ray from the origin, inside the half-plane. The potential tried in (c) has the stream function $(IR_s/\pi)\arg(F-p)$, which is not constant along such a ray. That potential would drive current through the slit, and so it does not solve the second problem.

Take a square film with contacts at its corners and a central square hole of half its side. A network calculation gives equal readings of about $0.64\,R_s$. The exponentials now add up to about 0.27 instead of 1. The formula of (d) would report

$$4.5324\times0.64\,R_s\approx2.9\,R_s ,$$

nearly three times the true sheet resistance. Equal readings therefore do not show that the formula applies; the film must also be free of holes.

**(g) The film is n-type gallium arsenide, 1000 nm thick, grown on semi-insulating gallium arsenide. It is a 10 mm square measured at 300 K with 0.1 mA, and both readings are 100 ohm. Take a mobility of 5000 cm²/Vs. Find the resistivity and electron density, and judge which neglected effects matter.**

*Answer.* The voltage read is $0.1\ \text{mA}\times100\ \text{ohm}=10.0$ mV. If the whole thickness conducts,

$$\rho=R_st=453.24\ \text{ohm}\times10^{-4}\ \text{cm}=0.0453\ \text{ohm cm}.$$

With electron charge $-e$ and mobility $\mu$, the conductance of a square is $1/R_s=e\mu n_s$, where $n_s$ is the number of electrons per unit area. Hence

$$n_s=\frac{1}{e\mu R_s}=2.75\times10^{12}\ \text{cm}^{-2},\qquad n=\frac{n_s}{t}=2.75\times10^{16}\ \text{cm}^{-3}.$$

*Effects on the measured sheet resistance.* If each contact is a metal square of side 1 mm in a corner, the formula gives a value about 0.3 % below the true $R_s$, or between 1 and 2 ohm. With contacts 1 mm long at the middles of the sides, the value is too low by more than this, but by less than 1 %. These are network estimates with only ten cells along each contact, so further digits have no meaning. A temperature error of 5 K changes $R_s$ by 1.7 %, if the mobility varies as $1/T$ and the electron density stays fixed. This law is only an assumption; for a mobility varying as $T^{-m}$ the change is $m$ times as large. A substrate of $10^7$ ohm cm and thickness 0.35 mm has a sheet resistance of $2.9\times10^8$ ohm per square. Even if joined directly to the film, it would carry a fraction $1.6\times10^{-6}$ of the current. The current leaves a corner contact through 2 mm of metal edge, so the mean field there is $453\times10^{-4}/0.2=0.23$ V/cm. This is far below the few kV/cm, roughly, at which the drift velocity in this material stops rising in proportion to the field.

*Effect on the resistivity.* Charge trapped at the surface and in the substrate empties part of the film of electrons. Let the donor density be $N$, with all donors ionised, the permittivity $\varepsilon$ and the potential barrier $\phi$. In an emptied layer the field grows linearly, as $eNx/\varepsilon$, with distance $x$ from the conducting part. Integrating over the surface layer of width $w_s$ gives

$$\phi=\frac{eNw_s^2}{2\varepsilon}\quad\Rightarrow\quad w_s=\sqrt{\frac{2\varepsilon\phi}{eN}} .$$

At the substrate, traps of density $N_t$ hold the balancing charge over a width $w_t=Nw_i/N_t$, where $w_i$ is the emptied width in the film. Both sides share the barrier:

$$\phi=\frac{eNw_i^2}{2\varepsilon}+\frac{eN_tw_t^2}{2\varepsilon}=\frac{eNw_i^2}{2\varepsilon}\left(1+\frac{N}{N_t}\right)
\quad\Rightarrow\quad w_i=\sqrt{\frac{2\varepsilon\phi N_t}{eN(N+N_t)}} .$$

The measured $n_s$ fixes $N$ through $N(t-w_s-w_i)=n_s$. With $\phi=0.7$ V at both faces, $N_t=10^{15}$ cm$^{-3}$ and a permittivity roughly 13 times that of vacuum, the numerical solution is $w_s=170$ nm and $w_i=29$ nm. The conducting thickness is 801 nm, and

$$N=\frac{2.75\times10^{12}}{801\times10^{-7}}\approx3.4\times10^{16}\ \text{cm}^{-3},\qquad
\rho=453.24\times801\times10^{-7}\approx0.036\ \text{ohm cm}.$$

The picture of an emptied layer is good at the surface but crude at the substrate. There the film's share of the barrier is only about 20 mV in this model, less than the thermal voltage of 26 mV at 300 K. The electrons near that face are thinned out gradually, not removed, and $w_i$ is best read as an equivalent width: the number of electrons lost to the traps per unit area, divided by $N$. The barrier of 0.7 V is also high for this face. An n-type substrate of $10^7$ ohm cm holds only about $10^8$ electrons per cm³, which gives $\phi=(k_BT/e)\ln(N/10^8\ \text{cm}^{-3})\approx0.5$ V. The formula then gives $w_i\approx24$ nm, and the conducting thickness changes by only about half a per cent.

*Comparison with a real layer.* The mobility, barrier, trap density and substrate resistivity are rough typical values for n-type gallium arsenide films and semi-insulating substrates, not data for a particular wafer. Of the effects estimated here, depletion is the largest. The resistivity found from the grown thickness is about 25 % above the corrected one, and the electron density is 20 % below, with the mobility held fixed. The corrected figures are themselves estimates, since they rest on the assumed barrier. Depletion does not invalidate the 453 ohm per square: that is the sheet resistance of the layer that conducts, provided it is the same everywhere in the plane of the film. The conductivity may vary with depth. What fails is the assumption that its thickness equals the grown thickness. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Each reading R: 100 ohm
pi/ln 2: 4.5324
Sheet resistance, formula: 453.24 ohm per square
Sheet resistance, square network: 453.15 ohm per square
L shape, R1/Rs and R2/Rs: 0.0662, 0.5324
L shape, sum of exponentials: 1.0000
Disc, R1/Rs and R2/Rs: 0.1324, 0.3431
Disc, sum of exponentials: 1.00000
Holed square, R1/Rs: 0.6390
Holed square, sum of exponentials: 0.269
Holed square, formula Rs / true Rs: 2.90
Unequal readings: 110 and 90 ohm
Their Rs, numerical root: 451.66 ohm per square
Their Rs, expansion: 451.67 ohm per square
Voltage read at 0.1 mA: 10.0 mV
Film thickness: 1000 nm
Mobility (rough): 5000 cm2/Vs
Apparent resistivity: 0.0453 ohm cm
Electron sheet density: 2.75e+12 cm^-2
Apparent electron density: 2.75e+16 cm^-3
Error in Rs, 1 mm corner contacts: -0.32 %
Error in Rs, 1 mm mid-side contacts: -0.72 %
Substrate resistivity (rough): 1e+07 ohm cm
Substrate thickness: 0.35 mm
Substrate sheet resistance: 2.9e+08 ohm per square
Fraction of current in substrate if joined: 1.6e-06
Change of Rs for 5 K at 300 K (mobility as 1/T): 1.7 %
Mean field at edge of corner contact: 0.23 V/cm
Depletion barrier (rough): 0.7 V
Substrate trap density (rough): 1e+15 cm^-3
Surface depletion width: 170 nm
Interface depletion width in film: 29 nm
Conducting thickness: 801 nm
Corrected resistivity: 0.0363 ohm cm
Corrected electron density: 3.44e+16 cm^-3
```
